# Conical energy flux of degenerate shear waves along silicon [111]

## Problem

A plane elastic shear wave travels in a cubic crystal with its wave normal along [111]. The crystal is linear, lossless and unbounded, and the wavelength is much longer than the lattice spacing, so that ordinary elasticity applies. Let

$$
\mathbf n=\frac{(1,1,1)}{\sqrt3},\qquad
\mathbf e_1=\frac{(2,-1,-1)}{\sqrt6},\qquad
\mathbf e_2=\frac{(0,1,-1)}{\sqrt2},
$$

with components along the cube axes. These vectors are orthonormal and $\mathbf e_1\times\mathbf e_2=\mathbf n$. A linear polarization is $\mathbf p=\cos\phi\,\mathbf e_1+\sin\phi\,\mathbf e_2$.

(a) Show that every such polarization has the same phase speed, and find it.

(b) Show that the energy flux lies on a cone about [111] as $\phi$ varies, and that for silicon its half-angle is near 12.6°. Find how the flux turns with the polarization.

(c) What happens to the flux if the polarization is elliptical or circular?

(d) Find the group velocities for wave normals slightly off [111].

(e) A 100 MHz shear beam crosses 5.0 mm of silicon along [111]. Its amplitude profile is $\exp(-r^2/w_0^2)$ with $w_0=5.0$ mm. Find the lateral displacement of its energy, and estimate the effects of the finite width, of a 0.1° error in the cut, and of a 1 % uncertainty in each stiffness.

Use $C_{11}=165.7$, $C_{12}=63.9$, $C_{44}=79.6$ GPa and density $\rho=2.33$ g/cm³. These are typical room-temperature inputs for silicon; their last digits should not be trusted for a particular wafer.

## Solution

### (a) The common phase speed

Repeated indices are summed unless stated otherwise. In the cube axes the stiffness tensor is

$$
C_{ijkl}=C_{12}\delta_{ij}\delta_{kl}
+C_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})
+A\,S_{ijkl},
$$

$$
A=C_{11}-C_{12}-2C_{44},
$$

where $S_{ijkl}=1$ if all four indices are equal and zero otherwise. This reproduces the three constants: $C_{1111}=C_{12}+2C_{44}+A=C_{11}$, $C_{1122}=C_{12}$ and $C_{1212}=C_{44}$. The last term is the departure from isotropy.

The stress is $\sigma_{ij}=C_{ijkl}\partial_l u_k$, and the equation of motion is $\rho\ddot u_j=\partial_i\sigma_{ij}$. For a plane wave $\mathbf u=\mathbf p\,g(t-\mathbf n\cdot\mathbf r/v)$, each space derivative brings a factor $-n_i/v$ and a time derivative. Hence

$$
\rho v^2p_j=\Gamma_{jk}p_k,\qquad \Gamma_{jk}=C_{ijkl}n_in_l .
$$

The $C_{12}$ term contributes $C_{12}n_jn_k$. The two $C_{44}$ terms contribute $C_{44}n_jn_k$ and $C_{44}\delta_{jk}$. The anisotropic term contributes $A n_j^2\delta_{jk}$ without summation, which is $(A/3)\delta_{jk}$ because all $n_j^2=1/3$. Thus

$$
\Gamma_{jk}=(C_{12}+C_{44})n_jn_k+\left(C_{44}+\frac A3\right)\delta_{jk}.
$$

If $\mathbf p\perp\mathbf n$, the first term gives zero. Every transverse vector is therefore an eigenvector, with

$$
\rho v^2=C_{44}+\frac A3=\frac{C_{11}-C_{12}+C_{44}}3 .
$$

The longitudinal eigenvalue is larger by $C_{12}+C_{44}$, so in silicon the longitudinal wave is not part of the degeneracy. Numerically,

$$
\rho v^2=\frac{181.4}{3}=60.47\ \text{GPa},\qquad
v=\sqrt{\frac{60.47}{2.33}}=5.094\ \text{km/s},
$$

since 1 GPa/(g/cm³) equals 1 (km/s)².

### (b) The flux cone

Let $\mathbf w=\dot{\mathbf u}$ be the particle velocity. The energy density is $U=\tfrac12\rho|\mathbf w|^2+\tfrac12\sigma_{ij}\partial_iu_j$. Its time derivative is

$$
\dot U=w_j\partial_i\sigma_{ij}+\sigma_{ij}\partial_iw_j
=\partial_i(\sigma_{ij}w_j).
$$

Conservation of energy reads $\dot U+\partial_iP_i=0$, so the flux is $P_i=-\sigma_{ij}w_j$. In the plane wave $\partial_lu_k=-n_lw_k/v$; the two minus signs cancel and

$$
P_i=\frac1v C_{ijkl}w_jw_kn_l .
$$

Now insert the stiffness term by term, using $\mathbf w\cdot\mathbf n=0$:

- $C_{12}\delta_{ij}\delta_{kl}$ gives $C_{12}w_i(\mathbf w\cdot\mathbf n)=0$.
- $C_{44}\delta_{ik}\delta_{jl}$ gives $C_{44}w_i(\mathbf w\cdot\mathbf n)=0$.
- $C_{44}\delta_{il}\delta_{jk}$ gives $C_{44}|\mathbf w|^2n_i$.
- $A S_{ijkl}$ gives $A w_i^2n_i=A w_i^2/\sqrt3$, without summation.

For linear polarization $w_i^2=|\mathbf w|^2p_i^2$, so

$$
P_i=\frac{|\mathbf w|^2}{v}\left[C_{44}n_i+\frac{A}{\sqrt3}p_i^2\right].
$$

The vector with components $p_i^2$ is the source of the deviation. Number the cube axes $m=0,1,2$. The basis vectors have components $(\mathbf e_1)_m=\sqrt{2/3}\cos(2\pi m/3)$ and $(\mathbf e_2)_m=\sqrt{2/3}\sin(2\pi m/3)$. Therefore $p_m=\sqrt{2/3}\cos(\phi-2\pi m/3)$, and

$$
p_m^2=\frac13\left[1+\cos\left(2\phi-\frac{4\pi m}3\right)\right]
=\frac13\left[1+\cos\left(2\phi+\frac{2\pi m}3\right)\right].
$$

The last step adds $2\pi m$ to the argument. Expanding the cosine and recognizing the basis vectors,

$$
\cos\left(2\phi+\frac{2\pi m}3\right)
=\sqrt{\frac32}\left[\cos2\phi\,(\mathbf e_1)_m-\sin2\phi\,(\mathbf e_2)_m\right].
$$

The constant part of $p_m^2$ contributes $A/(3\sqrt3)=(A/3)n_m$, which joins $C_{44}n_m$ to make $\rho v^2n_m$. The varying part has the factor $\frac{A}{\sqrt3}\cdot\frac13\sqrt{\frac32}=\frac{A}{3\sqrt2}$. Hence

$$
\mathbf P=\frac{|\mathbf w|^2}{v}\left[\rho v^2\mathbf n+
\frac{A}{3\sqrt2}(\cos2\phi\,\mathbf e_1-\sin2\phi\,\mathbf e_2)\right].
$$

The strain energy density is $\tfrac12C_{ijkl}n_in_lw_jw_k/v^2=\tfrac12\rho|\mathbf w|^2$, equal to the kinetic one, so $U=\rho|\mathbf w|^2$. The energy velocity $\mathbf V=\mathbf P/U$ is

$$
\boxed{\mathbf V=v\left[\mathbf n+\tau(\cos2\phi\,\mathbf e_1-\sin2\phi\,\mathbf e_2)\right]}
$$

$$
\tau=\frac{A}{3\sqrt2\,\rho v^2}
=\frac{C_{11}-C_{12}-2C_{44}}{\sqrt2\,(C_{11}-C_{12}+C_{44})}.
$$

The vector in parentheses has unit length for every $\phi$. The component of $\mathbf V$ along [111] is $v$ and the transverse component has constant length $v|\tau|$. This is a circular cone of half-angle $\Delta=\arctan|\tau|$, measured from its axis. For silicon

$$
\tau=\frac{-57.4}{\sqrt2\times181.4}=-0.2237,\qquad
\Delta=12.61^\circ .
$$

Because $\tau<0$, the flux azimuth, measured from $\mathbf e_1$ toward $\mathbf e_2$, is $180^\circ-2\phi$. For $\phi=0$, 45° and 90° it is 180°, 90° and 0°. The flux turns twice as fast as the polarization, in the opposite sense, and half a turn of the polarization covers the cone once. That is as it should be, since $\mathbf p$ and $-\mathbf p$ describe the same linear polarization.

The wavefronts remain perpendicular to [111] while energy slides sideways along them. The energy speed is $v/\cos\Delta=5.220$ km/s, larger than the phase speed because energy follows a slanted path while advancing along [111] at $v$.

Symmetry explains why the effect is allowed here. The transverse flux is quadratic in $\mathbf p$. Turning the wave by 120° about [111] is a symmetry, so the flux must also turn by 120°. The law gives $-240^\circ$, which is the same direction. Along [001] the shear waves are degenerate too, but a half-turn about that axis is a symmetry: it changes $\mathbf p$ into $-\mathbf p$, leaving the quadratic flux unchanged, yet must reverse its transverse part. That part therefore vanishes.

The size of the cone depends on one ratio. With $a=2C_{44}/(C_{11}-C_{12})$,

$$
\tau=\frac{\sqrt2\,(1-a)}{2+a}.
$$

An elastically isotropic crystal has $a=1$ and no cone. Silicon has $a=159.2/101.8=1.56$. For $a<1$ the sign of $\tau$ changes and the flux azimuth becomes $-2\phi$.

### (c) Elliptical and circular polarization

Write $\mathbf w=w_1\mathbf e_1+w_2\mathbf e_2$. Since $|\mathbf w|^2\cos2\phi=w_1^2-w_2^2$ and $|\mathbf w|^2\sin2\phi=2w_1w_2$ at each instant, the flux is

$$
\mathbf P=\rho v|\mathbf w|^2\mathbf n+\rho v\tau\left[(w_1^2-w_2^2)\mathbf e_1-2w_1w_2\mathbf e_2\right].
$$

This holds for any transverse motion, so the instantaneous flux stays on the cone. The average need not. Let the ellipse have its major axis at angle $\phi$, with velocity components $b$ along the major axis and $c$ along the minor axis. Then $w_1=b\cos\phi-c\sin\phi$ and $w_2=b\sin\phi+c\cos\phi$, which give

$$
w_1^2-w_2^2=(b^2-c^2)\cos2\phi-2bc\sin2\phi,
$$

$$
2w_1w_2=(b^2-c^2)\sin2\phi+2bc\cos2\phi .
$$

The components $b$ and $c$ are a quarter period out of phase, so $\langle bc\rangle=0$. If the axis ratio of the ellipse is $\tan\chi$, then $\langle b^2\rangle:\langle c^2\rangle=\cos^2\chi:\sin^2\chi$ and $\langle b^2-c^2\rangle/\langle b^2+c^2\rangle=\cos2\chi$. The mean flux makes an angle $\delta_\chi$ with [111] given by

$$
\tan\delta_\chi=|\tau\cos2\chi| .
$$

The mean flux thus moves inside the cone as the ellipse opens. For circular polarization, $\chi=45^\circ$, it lies along [111]. The instantaneous flux then circles the cone twice per period, because the velocity vector turns once. The mean flux therefore lies on the cone found in (b) only if the polarization is linear.

### (d) Wave normals near [111]

Let the wavevector be $\mathbf K=k\mathbf n+\mathbf q$, where $\mathbf q=q_1\mathbf e_1+q_2\mathbf e_2$ and $|\mathbf q|\ll k$. The angular frequency $\Omega$ follows from the eigenvalues $\rho\Omega^2$ of $C_{ijkl}K_iK_l$. To first order in $\mathbf q$ it is enough to work within the two shear polarizations: their coupling to the longitudinal wave is itself of first order and, because of the finite frequency gap, changes the eigenvalues only at second order.

For polarization $\mathbf p$, the part linear in $\mathbf q$ is

$$
k\,C_{ijkl}(n_iq_l+q_in_l)p_jp_k=2k\,q_iC_{ijkl}p_jp_kn_l .
$$

The two terms are equal because $C_{ijkl}=C_{lkji}$. The contraction on the right is the one already found for the flux, so the linear part is $2k\rho v^2\tau(q_1\cos2\phi-q_2\sin2\phi)$. This is the quadratic form $\mathbf p^{T}M\mathbf p$ of a matrix $M$, times $2k\rho v^2\tau$. Taking the square root, $\Omega\simeq vk+(\text{linear part})/(2\rho vk)$, gives the frequency matrix

$$
\Omega=vk+v\tau M,\qquad
M=\begin{pmatrix}q_1&-q_2\\-q_2&-q_1\end{pmatrix}.
$$

$M$ has zero trace and $M^2=|\mathbf q|^2I$, so its eigenvalues are $\pm|\mathbf q|$. The two branches are

$$
\Omega_\pm=vk\pm v|\tau||\mathbf q|,\qquad
\mathbf V_\pm=v(\mathbf n\pm|\tau|\hat{\mathbf q}).
$$

A small tilt removes the degeneracy and selects two opposite points of the same cone. As the tilt direction $\hat{\mathbf q}$ goes round, the group velocities trace the whole cone. At [111] itself the gradient of each branch is undefined, and the polarization supplies the missing direction.

### (e) The silicon plate

**Plane-wave displacement.** For path $L$ along [111] the lateral displacement is

$$
R=L|\tau|=5.0\times0.2237=1.119\ \text{mm}.
$$

**Finite width.** A beam contains a range of $\mathbf q$, and each component splits into the two branches above. Take initial polarization $\mathbf e_1$ and $\mathbf q=|\mathbf q|(\cos\psi,\sin\psi)$. After depth $z=vt$, put $\eta=\tau|\mathbf q|z$. Since $(M/|\mathbf q|)^2=I$, the polarization, apart from a common phase, is

$$
\left(\cos\eta-i\frac{M}{|\mathbf q|}\sin\eta\right)\binom10
=\binom{\cos\eta-i\cos\psi\sin\eta}{i\sin\psi\sin\eta}.
$$

The transverse velocity along $\mathbf e_1$ is the expectation value of $\partial\Omega/\partial q_1=v\tau\,\mathrm{diag}(1,-1)$. The difference of the squared moduli of the two components gives

$$
V_1=v\tau\left(\cos^2\eta+\cos2\psi\,\sin^2\eta\right).
$$

For a round beam the average over $\psi$ leaves $v\tau\cos^2\eta=\tfrac12v\tau(1+\cos2\eta)$. Integrating over depth, the centroid displacement has magnitude

$$
X=\frac R2\left[1+\left\langle\frac{\sin(2R|\mathbf q|)}{2R|\mathbf q|}\right\rangle\right].
$$

The profile $\exp(-r^2/w_0^2)$ has a Fourier amplitude proportional to $\exp(-q^2w_0^2/4)$. The normalized radial weight is its square times $q$, namely $w_0^2q\exp(-q^2w_0^2/2)$. With $y=qw_0/\sqrt2$ and $s=\sqrt2R/w_0$ the average becomes

$$
\frac1s\int_0^\infty e^{-y^2}\sin(2sy)\,dy=\frac{D(s)}s,
$$

where $D(s)=e^{-s^2}\int_0^s e^{x^2}dx$ is Dawson's function. To verify the equality, call the integral $F(s)$. Differentiation and one integration by parts give $F'=1-2sF$ with $F(0)=0$, which is also the equation and initial value of $D$. Thus

$$
X=\frac R2\left[1+\frac{D(s)}s\right].
$$

For $s\ll1$, $D\simeq s-2s^3/3$ and $X\simeq R(1-s^2/3)$: the beam follows the plane-wave flux. For $s\gg1$, $D\simeq1/(2s)$ and $X\to R/2$. The Fourier components have then separated toward opposite points $\pm R\hat{\mathbf q}$, and the beam has become two concentric uneven rings, brightest on the side of the plane-wave flux and nearly dark on the opposite side. These formulas are of leading order in $|\mathbf q|/k$ and omit ordinary diffraction.

Here $s=\sqrt2\times1.119/5.0=0.316$, and $X=0.968R=1.083$ mm. The finite width lowers the displacement by about 3 % of its plane-wave value. Numerical propagation with the full three-branch frequency matrix also gives 1.083 mm. For a contrasting beam with $w_0=1.0$ mm and $L=25.0$ mm, the formula gives $X/R=0.5040$ and the propagation 0.5038, close to the ring limit.

**Cut error.** Let the wave normal be tilted by a small angle $\theta$ toward $\mathbf e_2$, with the wave still polarized along $\mathbf e_1$. Then $|\mathbf q|=k\theta$ and $\psi=90^\circ$, so $V_1=v\tau\cos2\eta$. Integration over the path gives

$$
X_\theta=R\,\frac{\sin\delta}{\delta},\qquad \delta=2|\tau|\theta kL .
$$

Here $\delta$ is the phase difference acquired by the two shear branches. The wavelength is $v/f=50.9$ µm, so $k=2\pi/0.0509=123.4$ mm⁻¹. With $\theta=0.1^\circ=1.745\times10^{-3}$ rad,

$$
\delta=2(0.2237)(1.745\times10^{-3})(123.4)(5.0)=0.482\ \text{rad},
$$

and $X_\theta/R=0.962$, a reduction of about 4 %. The loss arises because the phase difference makes the polarization elliptical. A tilt toward $\mathbf e_1$ has $\psi=0$ and $V_1=v\tau$ at this order: $\mathbf e_1$ is then the polarization of a single branch, and no such reduction occurs. A smaller term of the next order remains: measured from the normal of the tilted face, the displacement falls by about 0.7 % for a 0.1° tilt toward $+\mathbf e_1$ and rises by about 0.7 % for a tilt toward $-\mathbf e_1$. Since $\delta$ grows with frequency, path and tilt, a cut adequate at 100 MHz may be inadequate at a higher frequency with the same path.

**Stiffness uncertainty.** The numerator of $\tau$ is a difference of larger numbers. Changing each stiffness by 1 % in the most unfavourable sense changes it by $0.01(165.7+63.9+159.2)=3.9$ GPa, or 6.8 % of 57.4 GPa. Over all combinations of such changes the half-angle runs from 11.69° to 13.54°. The extreme values of $|\tau|$ are 0.2069 and 0.2409, so the plane-wave displacement $R=L|\tau|$ runs from 1.03 to 1.20 mm, a change of about 8 % either way. With stiffnesses uncertain by 1 %, the half-angle is therefore known only to within about 1°; the decimals of 12.61° belong to the chosen inputs.

**Relation to a real plate.** The inputs are typical of silicon near room temperature, and the chosen plate and beam are of millimetre size. A real plate departs from the ideal plane wave through its finite aperture and its cut. Taken alone, the finite aperture here lowers the displacement by about 3 %, and a 0.1° cut error toward $\mathbf e_2$ lowers it by about 4 %; acting together they lower it by about 7 %. The assumed stiffness uncertainty can change the displacement by about 8 %, more than either effect alone and about as much as both together. Attenuation, nonlinearity, the transducer's own field pattern and reflections at the faces are not included. If these omissions are harmless, $R$ can serve as the displacement in a design when the polarization is linear, $R\ll w_0$ and $\delta\ll1$. The numerical output below lists the values used.

## Computed results

```
INPUTS (typical silicon values and chosen plate)
C11 = 165.7 GPa
C12 = 63.9 GPa
C44 = 79.6 GPa
density = 2.33 g/cm3
frequency = 100 MHz
path along [111] = 5.0 mm
beam amplitude radius (1/e) = 5.0 mm
PLANE WAVE
C11 - C12 - 2 C44 = -57.4 GPa
C11 - C12 + C44 = 181.4 GPa
rho v^2 = 60.47 GPa
shear phase speed v = 5.094 km/s
signed slope tau = -0.2237 (no unit)
cone half-angle = 12.61 degrees
energy speed = 5.220 km/s
wavelength = 50.9 um
lateral shift for the path = 1.119 mm
polarization 0 deg: flux azimuth 180.0 deg, angle from [111] 12.61 deg
polarization 30 deg: flux azimuth 120.0 deg, angle from [111] 12.61 deg
polarization 45 deg: flux azimuth 90.0 deg, angle from [111] 12.61 deg
polarization 60 deg: flux azimuth 60.0 deg, angle from [111] 12.61 deg
polarization 90 deg: flux azimuth 0.0 deg, angle from [111] 12.61 deg
NEGLECTED EFFECTS
finite beam: centroid shift by formula = 1.083 mm
finite beam: centroid shift propagated = 1.083 mm
finite beam: formula shift / plane-wave shift = 0.9679
narrow beam: radius = 1.0 mm, path = 25.0 mm
narrow beam: formula shift / plane-wave shift = 0.5040
narrow beam: propagated ratio = 0.5038
cut error toward e2 = 0.1 degrees
cut error: phase difference by formula = 0.482 rad
cut error: phase difference direct = 0.482 rad
cut error: formula shift / plane-wave shift = 0.9618
cut error: propagated ratio = 0.9617
1 % stiffness changes: smallest half-angle = 11.69 degrees
1 % stiffness changes: largest half-angle = 13.54 degrees
```
